# Why Brownian Motion Adds Little to Nanofluid Heat Conduction

## A hopping particle that carries heat

Put spherical particles in a still liquid whose temperature rises along \(x\) with a weak uniform gradient \(G=dT/dx\). There are \(n\) particles per volume, uniformly spread, each with heat capacity \(C\). Let every particle hop a distance \(\ell\) to the left or right, with equal chance, once per time \(t_h\). It keeps its temperature during the hop and takes on the local liquid temperature before the next one.

Consider a plane midway between two neighbouring layers of sites. Each layer holds \(n\ell\) particles per area, and \(n\ell/(2t_h)\) of them cross per unit time in each direction. Those arriving from the right are hotter by \(G\ell\), so the heat flux towards \(+x\) is

\[
J=-\frac{n\ell}{2t_h}\,C\,G\ell=-nC\,\frac{\ell^2}{2t_h}\,G=-nCDG .
\]

The last step uses the mean square displacement per hop, \(\ell^2=2Dt_h\), which defines the particle diffusivity \(D\). With volume fraction \(\phi\), density \(\rho_p\) and specific heat \(c_p\), we have \(nC=\phi\rho_pc_p\). The carried heat therefore acts as an extra conductivity \(k_B=\phi\rho_pc_pD\). The liquid has \(k_f=\rho_fc_f\alpha\), where \(\alpha\) is its thermal diffusivity, so

\[
\frac{k_B}{k_f}=\phi\,\frac{\rho_pc_p}{\rho_fc_f}\,\frac{D}{\alpha}.
\]

Three factors enter: how much of the volume moves, how much heat it holds, and how fast it spreads compared with heat in the liquid. The heat-capacity ratio is of order one for common solids in water. The smallness comes from \(D/\alpha\), helped by \(\phi\).

## Contribution 1: heat carried by real particles

A real particle exchanges heat while it moves. Let \(v\) be its velocity along \(x\), and \(\theta=T_p-T(x)\) its temperature offset from the undisturbed liquid. Leave out settling and any drift driven by the temperature gradient. At uniform concentration \(\langle v\rangle\) is then zero at each position, so the part \(T(x)\) of the particle temperature carries nothing on average, and

\[
J=nC\langle\theta v\rangle .
\]

A displacement \(v\,ds\) creates an offset \(-Gv\,ds\). A time \(s\) later a fraction \(K(s)\) of it remains, with \(K(0)=1\). Adding all past displacements and multiplying by the present velocity gives

\[
\theta(t)=-G\int_0^\infty K(s)v(t-s)\,ds,\qquad
J=-nCG\int_0^\infty K(s)R(s)\,ds,
\]

where \(R(s)=\langle v(t)v(t-s)\rangle\). The mean square displacement is \(2\int_0^t(t-s)R(s)\,ds\), which tends to \(2Dt\) with \(D=\int_0^\infty R\,ds\). Hence

\[
k_B=\chi\,\phi\rho_pc_pD,\qquad \chi=\frac1D\int_0^\infty K(s)R(s)\,ds .
\]

If \(R\ge0\) and \(0\le K\le1\), then \(0\le\chi\le1\): within this description, the hopping result is an upper bound.

**Exponential model.** Steady Stokes drag gives \(m\dot v=-6\pi\eta a v\) for the mean decay of velocity, with radius \(a\), viscosity \(\eta\) and mass \(m=4\pi a^3\rho_p/3\). The velocity memory time is

\[
\tau_v=\frac{m}{6\pi\eta a}=\frac{2\rho_pa^2}{9\eta}.
\]

Equipartition gives \(\langle v^2\rangle=k_{\rm B}T/m\), so \(R=(k_{\rm B}T/m)e^{-s/\tau_v}\) and

\[
D=\frac{k_{\rm B}T}{m}\tau_v=\frac{k_{\rm B}T}{6\pi\eta a}.
\]

For cooling, take a particle that conducts much better than the liquid and so has one temperature. The steady field around it is \(\theta a/r\), and it loses heat at the rate \(4\pi ak_f\theta\). Dividing \(C=4\pi a^3\rho_pc_p/3\) by \(4\pi ak_f\) gives

\[
\tau_{th}=\frac{\rho_pc_pa^2}{3k_f},\qquad K=e^{-s/\tau_{th}} .
\]

The integral of the product of exponentials is elementary:

\[
\chi=\frac1{\tau_v}\,\frac{1}{1/\tau_v+1/\tau_{th}}
=\frac{1}{1+\tau_v/\tau_{th}} .
\]

Cooling must be compared with the velocity memory, not with the much longer time \(a^2/D\) needed to diffuse one radius. A particle that cools long before it has moved a radius can still carry nearly the full flux, provided its cooling takes much longer than the velocity memory. If \(\tau_{th}\ll\tau_v\), the flux is suppressed, because the particle then follows the liquid temperature even during one persistent run.

This formula was tested by following 20,000 independent particles between reflecting walls and counting the heat they took through the middle plane. For \(\tau_{th}/\tau_v=3\) the count gave \(\chi=0.749\), against 0.750 from the formula. For a ratio of 0.3 it gave 0.230, against 0.231.

## How the liquid's memory changes the factor

A particle and the liquid near it have comparable densities and heat capacities, so neither steady drag nor steady cooling is accurate at these short times. We use Laplace transforms in time, with variable \(z\), marked by a hat.

For heat, the field outside the sphere is proportional to \(r^{-1}e^{-(r-a)\sqrt{z/\alpha}}\). Its slope at the surface multiplies the steady heat loss by \(1+a\sqrt{z/\alpha}\). With unit initial temperature, the energy balance is

\[
z\hat K-1=-\frac{1+a\sqrt{z/\alpha}}{\tau_{th}}\hat K,\qquad
\hat K=\frac{1}{z+(1+a\sqrt{z/\alpha})/\tau_{th}} .
\]

As a quadratic in \(\sqrt z\), the denominator has positive coefficients, so its roots have negative real part and give no poles where \({\rm Re}\sqrt z>0\). The cut along negative \(z\) then gives a sum of decays,

\[
K(s)=\int_0^\infty w(\lambda)e^{-\lambda s}d\lambda,\qquad
w=\frac{1}{\pi}\frac{b}{(1/\tau_{th}-\lambda)^2+b^2},\qquad
b=\frac{a}{\tau_{th}}\sqrt{\frac{\lambda}{\alpha}} .
\]

Here \(w=-{\rm Im}\,\hat K(-\lambda+i0)/\pi\) is positive and integrates to \(K(0)=1\), which confirms \(0\le K\le1\).

For drag, let \(\nu=\eta/\rho_f\), \(\kappa^2=z/\nu\), and let the sphere have velocity \(\mathbf U\). The linear incompressible flow is

\[
\mathbf u=\nabla(\mathbf U\cdot\nabla f)-\mathbf U\nabla^2f,\qquad
f=\frac{A+Be^{-\kappa r}}r .
\]

No slip at \(r=a\) requires \(f''=f'/a\) and \(f'/a-\nabla^2f=1\). Since \(\nabla^2f=f''+2f'/a=3f'/a\), these give \(f'=-a/2\) and \(\nabla^2f=-3/2\). But \(\nabla^2f=\kappa^2Be^{-\kappa a}/a\) at the surface, which fixes \(B\). The condition on \(f'\) then gives

\[
A=\frac{a^3}{2}+\frac{3a}{2\kappa^2}(1+\kappa a).
\]

The force on the sphere is the stress on a distant surface minus the rate of change of liquid momentum in between. The distant pressure \(\rho_fzA\,\mathbf U\cdot\mathbf r/r^3\) contributes \(-(4\pi/3)\rho_fzA\mathbf U\). The liquid momentum, after averaging over angles, is \(-(2/3)\rho_f\mathbf U\int\nabla^2f\,dV=(8\pi/3)\rho_f(A-a^3/2)\mathbf U\). Therefore

\[
\mathbf F=-4\pi\rho_fz\left(A-\frac{a^3}{3}\right)\mathbf U
=-6\pi\eta a\left(1+\kappa a+\frac{\kappa^2a^2}{9}\right)\mathbf U .
\]

In linear response, the mean velocity after a unit impulse is \(R(t)/k_{\rm B}T\). This is the fluctuation–dissipation relation: a small impulse \(P\) at \(t=0\) shifts the particle's momentum, which weights the equilibrium states by \(1+Pv(0)/k_{\rm B}T\), so that \(\langle v(t)\rangle=P\langle v(0)v(t)\rangle/k_{\rm B}T\). Dividing the impulse by inertia plus drag gives

\[
\frac{\hat R(\lambda)}{D}=\frac{1}{1+\lambda\tau_v+a\sqrt{\lambda/\nu}+a^2\lambda/(9\nu)},
\qquad
\chi=\int_0^\infty w(\lambda)\frac{\hat R(\lambda)}D\,d\lambda .
\]

The fraction is below one for \(\lambda>0\), so \(0<\chi<1\) here too. The diffusivity, set by \(\lambda=0\), is unchanged. The initial value \(R(0)\) is now \(k_{\rm B}T\) divided by the particle mass plus half the mass of the displaced liquid, because an incompressible liquid starts to move at once. The very brief compression of a real liquid, which links this value to \(k_{\rm B}T/m\), is left out. This value of \(\chi\) assumes that the particle cools into liquid with no offset of its own. That is not so: the liquid near the sphere is dragged along, gains an offset of the same sign, and slows the cooling. The angular average of the flow along \(x\) is \(-(2/3)U\nabla^2f=U(a/r)e^{-\kappa(r-a)}\), and it acts as a source \(-Gu_x\) in the liquid. The cooling mode of rate \(\lambda\) has the shape \((a/r)[\cos k(r-a)+c\sin k(r-a)]\) outside, with \(k=\sqrt{\lambda/\alpha}\) and \(c=(1-\lambda\tau_{th})/(ka)\) from the energy balance. Projecting the source on it, with \(\kappa=\sqrt{\lambda/\nu}\), multiplies the integrand by \(1+(1+\kappa a-\lambda\tau_{th})/[\lambda\tau_{th}(1+\alpha/\nu)]\), so that

\[
\chi=\frac{\nu}{\nu+\alpha}\int_0^\infty\frac{w(\lambda)}{\lambda\tau_{th}}\left(1+\kappa a+\lambda\tau_{th}\frac{\alpha}{\nu}\right)\frac{\hat R(\lambda)}D\,d\lambda .
\]

For a particle with the density and heat capacity of the liquid, the bracket cancels the denominator of \(\hat R/D\), and \(\int w/(\lambda\tau_{th})\,d\lambda=\hat K(0)/\tau_{th}=1\) leaves \(\chi=\nu/(\nu+\alpha)\), the same factor that appears in the next contribution. Heat held in the moving liquid itself is sized there.

## Contribution 2: stirring of the liquid

Thermal agitation also moves the liquid. Its velocity along \(x\), \(u_x\), disturbs the temperature according to \(\partial_t\theta=\alpha\nabla^2\theta-Gu_x\). For wave vector \(\mathbf k\), equipartition gives the velocity spectrum \((k_{\rm B}T/\rho_f)(1-k_x^2/k^2)\). Velocity decays at rate \(\nu k^2\) and the temperature disturbance at \(\alpha k^2\), so the time integral of their product is \(1/[(\nu+\alpha)k^2]\).

To keep motion on the particle's scale and larger, average both fields over a spherical surface of radius \(a\). This multiplies each by \(\sin(ka)/(ka)\). The angular average of \(1-k_x^2/k^2\) is \(2/3\), and the stirring diffusivity is

\[
D_s=\frac{k_{\rm B}T}{\rho_f(\nu+\alpha)}\,\frac23\,\frac1{2\pi^2}
\int_0^\infty\frac{\sin^2(ka)}{(ka)^2}\,dk
=\frac{k_{\rm B}T}{6\pi a\rho_f(\nu+\alpha)},
\]

because the integral equals \(\pi/(2a)\). Setting \(\alpha=0\) recovers \(D\): the particle diffuses as the surface-averaged liquid does. Thermal smoothing makes \(D_s<D\).

This stirring is present without particles and is already contained in the liquid's \(k_f\). Particles can only modify it. Crediting all of it to them, without even a factor \(\phi\), is a generous estimate of scale, not a proved bound on the altered flow.

## Contribution 3: particles that stand still

A motionless particle changes conduction because heat passes through it more easily or less easily than through the liquid. In a unit gradient, let the temperature be \((r-\beta a^3/r^2)\cos\vartheta\) outside and \(Br\cos\vartheta\) inside, with \(\vartheta\) measured from \(x\). Let \(R_K\) be the interface resistance. Continuity of flux and the temperature jump give

\[
k_pB=k_f(1+2\beta),\qquad a(1-\beta-B)=R_Kk_pB .
\]

The second equation is \(1-\beta=B(1+k_pR_K/a)\). With \(k'=k_p/(1+k_pR_K/a)\) it becomes \(k'(1-\beta)=k_pB=k_f(1+2\beta)\), so

\[
\beta=\frac{k'-k_f}{k'+2k_f}.
\]

Now take a large sphere of suspension with conductivity \(k_e\), its particles far enough apart that each feels the applied gradient. Its distant dipole is the sum of those of its particles, so \((k_e-k_f)/(k_e+2k_f)=\phi\beta\). Solving,

\[
\frac{k_e}{k_f}=\frac{1+2\phi\beta}{1-\phi\beta}\simeq1+3\phi\beta .
\]

The diffusivity \(D\) does not appear. A small \(D/\alpha\) limits transport by motion and says nothing against this static gain.

## Weighing the contributions

Take \(a=10\) nm, \(\phi=0.02\), \(T=300\) K and \(\eta=0.9\) mPa s. The liquid has \(\rho_f=1000\) kg/m³, \(c_f=4200\) J/(kg K) and \(k_f=0.6\) W/(m K). The particle has \(\rho_p=4000\) kg/m³, \(c_p=800\) J/(kg K) and \(k_p=30\) W/(m K). Then

\[
D=24.4\ \mu{\rm m^2/s},\qquad \alpha=1.43\times10^5\ \mu{\rm m^2/s},\qquad
\frac D\alpha=1.71\times10^{-4}.
\]

The heat-capacity ratio is \(4000\times800/(1000\times4200)=0.762\). The upper bound on carried heat is

\[
\frac{k_B}{k_f}\le0.02\times0.762\times1.71\times10^{-4}=2.6\times10^{-6}.
\]

The times are \(\tau_v=0.099\) ns and \(\tau_{th}=0.178\) ns, while \(a^2/D=4.1\) µs. The exponential model gives \(\chi=0.64\); liquid memory, with the surrounding liquid taken to have no offset of its own, lowers it to 0.22. To separate the causes, keep exponential cooling but use the full drag at \(\lambda=1/\tau_{th}\). With \(a^2/\alpha=0.70\) ns and \(\nu/\alpha=6.3\), the denominator is \(1+0.56+0.79+0.07=2.42\), hence \(\chi=0.41\). The further fall to 0.22 comes from the liquid's heat memory. A separate shell-by-shell solution of the heat equation for \(K\), combined with the same drag, also gives 0.22. This value is too low for a real particle, because \(\nu/\alpha=6.3\) means that the liquid into which the particle cools moves with it. Including the offset of the dragged liquid gives \(\chi=0.77\), and also including the distortion of the static temperature field around the conducting sphere gives about 0.80.

The carried heat is thus about 2 parts per million of \(k_f\), or 1.25 µW/(m K); the value \(\chi=0.22\) would give only 0.6 parts per million. All stirring at the particle scale, on the generous count, amounts to \(D_s/\alpha=0.015\,\%\).

For static conduction, take an interface conductance \(1/R_K=100\) MW/(m² K). Then \(k_pR_K/a=30\), \(k'=30/31=0.97\) W/(m K), \(\beta=0.170\), and the gain is \(3\times0.02\times0.170=1.0\,\%\). This is about \(5\times10^3\) times the carried-heat estimate. With perfect contact \(\beta=0.942\) and the gain, to first order in \(\phi\), is 5.7 %. A radial numerical solution confirmed both values of \(\beta\) within 0.001. Interface resistance also slows particle cooling and raises \(\chi\) from 0.80 to about 0.85, so the carried heat stays below 2.6 parts per million.

The particle's thermal speed can suggest a larger effect. In the exponential model it is 0.50 m/s along one axis, and \(va/\alpha=0.035\). But this speed persists over only \(v\tau_v=0.049\) nm. The diffusivity is \(v(v\tau_v)\), not \(va\), and the two differ by \(10/0.049\approx200\).

## Smaller particles, warmer liquid and real suspensions

Since \(D\propto1/a\), the equality \(D=\alpha\) would require \(a=k_{\rm B}T/(6\pi\eta\alpha)=1.7\) pm in this liquid. That is far below atomic size, where Stokes drag has no meaning. Even at \(a=1\) nm the same law gives \(D/\alpha\) of only about 0.002. Warming to 350 K, with a rough viscosity of 0.37 mPa s and \(\alpha\) held at its cold value, raises the ratio for the 10 nm particle to \(4.9\times10^{-4}\).

These parameters are rough values for bulk alumina and water; the interface conductance is an order of magnitude. So small a particle may conduct less well than the bulk solid, but halving \(k_p\) would lower the static gain with interface resistance only from 1.0 % to 0.95 %. One assumption that can fail in a real suspension is good dispersion. If the same 2 % of solid formed continuous columns along the gradient, with perfect contacts, parallel conduction would give a gain of \(0.02(30/0.6-1)=98\,\%\). This is an ideal extreme, but it shows that clustering can matter where Brownian transport cannot. A 1 nm liquid layer as conducting as the particle, again with perfect contact, would raise the static gain from 5.7 % to 7.5 %.

Other neglected effects are milder here, provided the layer is heated from above and the particles drift towards the cold side. Particles raise the suspension viscosity by about \(2.5\phi=5\,\%\), which would slow diffusion slightly. Across a 1 mm gap with a 1 K difference, settling at 0.73 nm/s gives a speed-times-gap to \(\alpha\) ratio of \(5\times10^{-6}\). Its ratio to \(D\) is 0.03, so settling builds up, over an hour or more, a 3 % concentration difference with the excess at the bottom. An assumed Soret coefficient of 0.05 K\(^{-1}\) changes the local concentration by 5 % of itself across the gap, and hence the local 1.0 % static gain by about 0.05 percentage points. The Rayleigh number from thermal expansion alone is 23, far below the onset of convection, near 1700, for a plain liquid heated from below between rigid plates. This does not settle the matter for the suspension. With a positive Soret coefficient the heavy particles collect on the cold side, and the 5 % concentration change alters the density by \(0.02\times3\times0.05=0.3\,\%\), against 0.03 % from thermal expansion. With the cold side on top, this slowly diffusing excess can drive convection; settling, worth 0.18 % in density, offsets only part of it. With heating from above, these density differences are all stabilising. A negative Soret coefficient reverses the case: the particles then collect on the warm side, and heating from above can drive convection once the Soret gradient exceeds that from settling. Where the liquid flows as a whole, through convection or because it is driven, it carries additional heat that the present comparison does not include. The amount depends on the gap, the temperature difference and the flow. The remaining values are in the numerical output.

## Computed results

```
Temperature: 300 K
Particle radius: 10 nm
Particle volume fraction: 2 %
Liquid viscosity: 0.9 mPa s
Liquid density: 1000 kg/m3
Liquid specific heat: 4200 J/(kg K)
Liquid conductivity: 0.6 W/(m K)
Particle density: 4000 kg/m3
Particle specific heat: 800 J/(kg K)
Particle conductivity: 30 W/(m K)
Interface conductance: 100 MW/(m2 K)
Particle diffusivity D: 24.42 um2/s
Liquid thermal diffusivity alpha: 1.429e+05 um2/s
D/alpha: 0.0001709
Heat-capacity ratio per volume: 0.7619
Prandtl number: 6.3
One-axis thermal speed: 0.4972 m/s
Velocity memory time: 0.09877 ns
Persistence path: 0.04911 nm
Misleading ratio speed*radius/alpha: 0.0348
Particle cooling time: 0.1778 ns
Heat diffusion time radius^2/alpha: 0.7 ns
Particle diffusion time radius^2/D: 4.096 us
Cooling/velocity time 3: chi counted 0.749, formula 0.750
Cooling/velocity time 0.3: chi counted 0.230, formula 0.231
Example chi, exponential model: 0.6429
Example chi, liquid memory: 0.2212
Example chi, shell solution: 0.2213
Upper bound k_B/k_f (chi=1): 2.604 ppm
Brownian gain k_B/k_f: 0.5762 ppm
Brownian conductivity k_B: 0.3457 uW/(m K)
Stirring diffusivity: 21.07 um2/s
All stirring/alpha, generous estimate: 0.01475 %
Dipole strength beta, perfect interface: 0.9423
Dipole strength beta, resistive interface: 0.1696
Static gain, perfect interface: 5.654 %
Static gain, resistive interface: 1.018 %
Static resistive gain/Brownian gain: 1.767e+04
Radius at which D would equal alpha: 1.709 pm
Aligned continuous columns, ideal gain: 98 %
Assumed conducting liquid layer: 1 nm
Static gain with that layer: 7.525 %
Suspension viscosity rise 2.5 phi: 5 %
Warm case temperature: 350 K
Warm case viscosity: 0.37 mPa s
Warm D / cold alpha: 0.000485
Test gap: 1 mm
Temperature difference across gap: 1 K
Settling speed: 0.7264 nm/s
Settling speed*gap/alpha: 5.085e-06
Assumed Soret coefficient: 0.05 1/K
Relative concentration change: 5 %
Assumed thermal expansion: 0.0003 1/K
Rayleigh number of gap: 22.88
```
